**Thermodynamic integration and Gibbs–Bogoliubov bounds for the C–C stretch of C₂H₂**

For linear mixing $U_\lambda=U_0+\lambda\Delta U$ of two classical energy surfaces, $\Delta F=\int_0^1\langle\Delta U\rangle_\lambda d\lambda$, the integrand has slope $-\beta\,\mathrm{Var}_\lambda(\Delta U)$, and $\langle\Delta U\rangle_1\le\Delta F\le\langle\Delta U\rangle_0$. Here $\Delta U=U_1-U_0$, $\beta=1/kT$, and $\langle\cdot\rangle_\lambda$ is the canonical mean on $U_\lambda$. The program takes $U_0$ from Hartree–Fock and $U_1$ from frozen-core MP2, for rigid CH groups on a fixed axis at 2000 K. It asserts that integration over $\lambda$ and the perturbation formula agree with the directly integrated partition functions, and that finite differences reproduce the mean and the variance slope. It also asserts the bounds and their gaps, the latter both as variance integrals and as relative entropies. The output gives $\Delta F=-0.0636$ eV between $-0.1528$ and $0.0150$ eV, relative to a common energy zero at a C–C distance of 1.20 Å. Further assertions cover a spring on a nonlinear path, where the integrand rises, and quantum nuclei, where the Kubo variance gives the slope and the plain variance does not.

## Check in Python

```python
"""
Result under test: for U_lam = U0 + lam*dU (linear mixing, classical statistics)
    F1 - F0 = integral over lam of <dU>_lam,
    d<dU>_lam/dlam = -beta*Var_lam(dU),
    <dU>_1 <= F1 - F0 <= <dU>_0.
Symbols: lam mixing parameter, dU = U1 - U0, beta = 1/(kT), F free energy,
<.>_lam canonical mean on U_lam, Var its variance.
Example: C-C stretch of linear C2H2 with rigid CH groups on a fixed axis;
U0 = Hartree-Fock, U1 = frozen-core MP2, basis cc-pVDZ.
For quantum nuclei the variance is replaced by the Kubo variance.
Energies in eV, lengths in angstrom, unless a label says otherwise.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from numpy.polynomial.chebyshev import chebpts1
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, mp

HARTREE = const.physical_constants["Hartree energy in eV"][0]
TEMPERATURE = 2000.0
kT = const.k * TEMPERATURE / const.e
beta = 1.0 / kT
R_LOW, R_HIGH, R_ZERO, R_CH = 0.95, 1.60, 1.20, 1.06


def check(name, value, expected, tol):
    assert abs(value - expected) < tol, (name, value, expected)


# ---------- first-principles energy curves ----------
def energies(r):
    """Hartree-Fock and MP2 total energies in eV at C-C distance r."""
    z = r / 2
    atoms = [("C", (0, 0, z)), ("C", (0, 0, -z)),
             ("H", (0, 0, z + R_CH)), ("H", (0, 0, -z - R_CH))]
    mol = gto.M(atom=atoms, basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    e_hf = mf.kernel()
    assert mf.converged
    e_corr = mp.MP2(mf, frozen=2).kernel()[0]
    return np.array([e_hf, e_hf + e_corr]) * HARTREE


n_fit = 15
r_fit = 0.5 * (R_LOW + R_HIGH) + 0.5 * (R_HIGH - R_LOW) * chebpts1(n_fit)
e_fit = np.array([energies(r) for r in r_fit])
origin = e_fit[n_fit // 2].copy()
raw = [Chebyshev.fit(r_fit, e_fit[:, i] - origin[i], n_fit - 1,
                     domain=[R_LOW, R_HIGH]) for i in (0, 1)]
# interpolation is tested at geometries not used to build it;
# the tolerance is far below kT
fit_error = max(np.max(np.abs(energies(r) - origin
                              - np.array([raw[0](r), raw[1](r)])))
                for r in (1.10, 1.37))
assert fit_error < 5e-4, fit_error
zero = [raw[0](R_ZERO), raw[1](R_ZERO)]
removed_constant = (origin[1] + zero[1]) - (origin[0] + zero[0])
curve0 = raw[0] - zero[0]
curve1 = raw[1] - zero[1]
minima = [minimize_scalar(c, bounds=(1.05, 1.40), method="bounded",
                          options={"xatol": 1e-8}) for c in (curve0, curve1)]
edge_weight = max(np.exp(-beta * (c(r) - m.fun))
                  for c, m in zip((curve0, curve1), minima)
                  for r in (R_LOW, R_HIGH))
assert edge_weight < 1e-5, edge_weight

# ---------- classical canonical averages ----------
node, weight = leggauss(600)
r_grid = 0.5 * (R_LOW + R_HIGH) + 0.5 * (R_HIGH - R_LOW) * node
w_grid = 0.5 * (R_HIGH - R_LOW) * weight
U0, U1 = curve0(r_grid), curve1(r_grid)
dU = U1 - U0


def classical(lam):
    """Free energy, mean and variance of dU, and probability density."""
    a = -beta * (U0 + lam * dU)
    top = a.max()
    boltz = np.exp(a - top)
    Z = np.sum(w_grid * boltz)
    density = boltz / Z
    mean = np.sum(w_grid * density * dU)
    var = np.sum(w_grid * density * (dU - mean) ** 2)
    return -kT * (np.log(Z) + top), mean, var, density


def partition(curve):
    return quad(lambda r: np.exp(-beta * curve(r)), R_LOW, R_HIGH,
                epsabs=0, epsrel=1e-10, limit=200)[0]


dF = -kT * np.log(partition(curve1) / partition(curve0))
x8, w8 = leggauss(10)
lam_nodes, lam_weights = 0.5 * (x8 + 1), 0.5 * w8
states = [classical(lam) for lam in lam_nodes]
means = np.array([s[1] for s in states])
variances = np.array([s[2] for s in states])
dF_ti = np.sum(lam_weights * means)
check("thermodynamic integration", dF_ti, dF, 1e-7)

_, mean0, var0, p0 = classical(0.0)
_, mean1, var1, p1 = classical(1.0)
dF_fep = -kT * np.log(np.sum(w_grid * p0 * np.exp(-beta * dU)))
check("perturbation formula", dF_fep, dF, 1e-7)

h = 1e-3
slope_fd = {}
for lam in (0.1, 0.5, 0.9):
    up, mid, down = classical(lam + h), classical(lam), classical(lam - h)
    check("first derivative", (up[0] - down[0]) / (2 * h), mid[1], 1e-6)
    slope_fd[lam] = (up[1] - down[1]) / (2 * h)
    check("slope", slope_fd[lam], -beta * mid[2], 1e-5 * beta * mid[2])
scan = np.array([classical(lam)[1] for lam in np.linspace(0, 1, 41)])
assert np.all(np.diff(scan) < 0)
assert mean1 < dF < mean0

# exact distances of the free energy from its bounds, by two roads
gap_up = beta * np.sum(lam_weights * (1 - lam_nodes) * variances)
gap_low = beta * np.sum(lam_weights * lam_nodes * variances)
log_ratio = np.log(p0 / p1)
entropy_up = kT * np.sum(w_grid * p0 * log_ratio)
entropy_low = -kT * np.sum(w_grid * p1 * log_ratio)
for value in (gap_up, entropy_up):
    check("upper gap", value, mean0 - dF, 1e-7)
for value in (gap_low, entropy_low):
    check("lower gap", value, dF - mean1, 1e-7)
half = classical(0.5)[1]
trapezoid = 0.5 * (mean0 + mean1)
simpson = (mean0 + 4 * half + mean1) / 6
second_order = mean0 - 0.5 * beta * var0

# ---------- quantum nuclei on the same curves ----------
proton_electron = const.m_p + const.m_e
mu = 0.5 * (12 * const.atomic_mass + proton_electron)
length = R_HIGH - R_LOW
n_basis = 120
index = np.arange(1, n_basis + 1)
sines = np.sqrt(2 / length) * np.sin(
    np.outer(r_grid - R_LOW, index) * np.pi / length)


def matrix(values):
    return sines.T @ ((w_grid * values)[:, None] * sines)


V0, V = matrix(U0), matrix(dU)


def quantum(lam, mass=mu):
    """Free energy, mean, plain variance and Kubo variance of dU."""
    hbar2_2m = const.hbar**2 / (2 * mass) / const.e * 1e20
    kinetic = np.diag(hbar2_2m * (index * np.pi / length) ** 2)
    E, C = np.linalg.eigh(kinetic + V0 + lam * V)
    boltz = np.exp(-beta * (E - E[0]))
    p = boltz / boltz.sum()
    v = C.T @ V @ C
    mean = np.sum(p * np.diag(v))
    dv2 = (v - mean * np.eye(n_basis)) ** 2
    gap = E[:, None] - E[None, :]
    np.fill_diagonal(gap, 1.0)
    kubo_weight = (p[None, :] - p[:, None]) / (beta * gap)
    np.fill_diagonal(kubo_weight, p)
    plain = np.sum(dv2 * p[None, :])
    kubo = np.sum(dv2 * kubo_weight)
    free = E[0] - kT * np.log(boltz.sum())
    return free, mean, plain, kubo, E[1] - E[0]


q0, qh, q1 = quantum(0.0), quantum(0.5), quantum(1.0)
q_up, q_down = quantum(0.5 + h), quantum(0.5 - h)
q_slope = (q_up[1] - q_down[1]) / (2 * h)
check("quantum first derivative", (q_up[0] - q_down[0]) / (2 * h),
      qh[1], 1e-6)
check("Kubo slope", q_slope, -beta * qh[3], 1e-4 * beta * qh[3])
assert qh[3] < 0.97 * qh[2]      # the plain variance gives a wrong slope
dF_q = q1[0] - q0[0]
assert q1[1] < dF_q < q0[1]
dF_heavy = quantum(1.0, 16 * mu)[0] - quantum(0.0, 16 * mu)[0]
assert abs(dF_heavy - dF) < 0.1 * abs(dF_q - dF)  # classical limit

# ---------- spring: closed forms and a nonlinear path (kT = k0 = 1) ----------
x_spring, w_spring = 12 * node, 12 * weight
stiff = 4.0


def spring_average(k, values):
    boltz = w_spring * np.exp(-0.5 * k * x_spring**2)
    return np.sum(boltz * values) / np.sum(boltz)


def spring_free(k):
    return -np.log(np.sum(w_spring * np.exp(-0.5 * k * x_spring**2)))


d_spring = 0.5 * (stiff - 1) * x_spring**2
spring_dF = spring_free(stiff) - spring_free(1.0)
spring_up = spring_average(1.0, d_spring)
spring_low = spring_average(stiff, d_spring)
check("spring free energy", spring_dF, 0.5 * np.log(stiff), 1e-9)
check("spring upper bound", spring_up, 0.5 * (stiff - 1), 1e-9)
check("spring lower bound", spring_low, 0.5 * (1 - 1 / stiff), 1e-9)


def k_path(s):
    return 1 + (stiff - 1) * s**2


s = 0.2
curvature_fd = (spring_free(k_path(s + h)) - 2 * spring_free(k_path(s))
                + spring_free(k_path(s - h))) / h**2
first = 2 * s * d_spring
first_mean = spring_average(k_path(s), first)
explicit_term = spring_average(k_path(s), 2 * d_spring)
variance_term = spring_average(k_path(s), (first - first_mean) ** 2)
check("nonlinear path", curvature_fd, explicit_term - variance_term, 1e-4)
assert curvature_fd > 0          # here the integrand rises

# ---------- output ----------
print(f"temperature                       {TEMPERATURE:.0f} K")
print(f"kT                                {kT:.5f} eV")
print(f"C-C range, lower end              {R_LOW:.2f} angstrom")
print(f"C-C range, upper end              {R_HIGH:.2f} angstrom")
print(f"fixed C-H distance                {R_CH:.2f} angstrom")
print(f"common energy zero at R           {R_ZERO:.2f} angstrom")
print(f"number of fitted geometries       {n_fit}")
print(f"largest interpolation error       {fit_error:.1e} eV")
print(f"largest relative edge weight      {edge_weight:.1e}")
print(f"removed constant (MP2 - HF)       {removed_constant:.4f} eV")
print(f"HF minimum                        {minima[0].x:.4f} angstrom")
print(f"MP2 minimum                       {minima[1].x:.4f} angstrom")
print("lam   <dU> (eV)   std dU (eV)   -beta*Var (eV)")
for lam in (0.0, 0.25, 0.5, 0.75, 1.0):
    _, m, v, _ = classical(lam)
    print(f"{lam:.2f}  {m:9.5f}   {np.sqrt(v):9.5f}     {-beta * v:9.5f}")
print(f"finite-difference slope, lam=0.5  {slope_fd[0.5]:.5f} eV")
print(f"dF from partition functions       {dF:.5f} eV")
print(f"dF from integration over lam      {dF_ti:.5f} eV")
print(f"dF from perturbation formula      {dF_fep:.5f} eV")
print(f"dF in kJ/mol                      "
      f"{dF * const.e * const.N_A / 1000:.3f} kJ/mol")
print(f"upper bound <dU>_0                {mean0:.5f} eV")
print(f"lower bound <dU>_1                {mean1:.5f} eV")
print(f"upper gap, variance integral      {gap_up:.5f} eV")
print(f"upper gap, relative entropy       {entropy_up:.5f} eV")
print(f"lower gap, variance integral      {gap_low:.5f} eV")
print(f"lower gap, relative entropy       {entropy_low:.5f} eV")
print(f"midpoint of bounds (trapezoid)    {trapezoid:.5f} eV")
print(f"Simpson estimate, three lam       {simpson:.5f} eV")
print(f"second-order estimate from lam=0  {second_order:.5f} eV")
print(f"quantum: reduced mass             {mu / const.atomic_mass:.4f} u")
print(f"quantum: first level gap, HF      {q0[4]:.4f} eV")
print(f"quantum: dF                       {dF_q:.5f} eV")
print(f"quantum: upper bound              {q0[1]:.5f} eV")
print(f"quantum: lower bound              {q1[1]:.5f} eV")
print(f"quantum: slope at lam=0.5         {q_slope:.5f} eV")
print(f"quantum: -beta*Kubo variance      {-beta * qh[3]:.5f} eV")
print(f"quantum: -beta*plain variance     {-beta * qh[2]:.5f} eV")
print(f"quantum: dF with 16-fold mass     {dF_heavy:.5f} eV")
print(f"spring: stiffness ratio           {stiff:.0f}")
print(f"spring: dF                        {spring_dF:.4f} kT")
print(f"spring: upper bound               {spring_up:.4f} kT")
print(f"spring: lower bound               {spring_low:.4f} kT")
print(f"lam^2 path: lam                   {s:.1f}")
print(f"lam^2 path: explicit term         {explicit_term:.4f} kT")
print(f"lam^2 path: beta*variance term    {variance_term:.4f} kT")
print(f"lam^2 path: slope of integrand    {curvature_fd:.4f} kT")
print("done: every assertion held")
```

Running it gives:

```
temperature                       2000 K
kT                                0.17235 eV
C-C range, lower end              0.95 angstrom
C-C range, upper end              1.60 angstrom
fixed C-H distance                1.06 angstrom
common energy zero at R           1.20 angstrom
number of fitted geometries       15
largest interpolation error       7.6e-10 eV
largest relative edge weight      5.0e-09
removed constant (MP2 - HF)       -6.9333 eV
HF minimum                        1.1918 angstrom
MP2 minimum                       1.2295 angstrom
lam   <dU> (eV)   std dU (eV)   -beta*Var (eV)
0.00    0.01504     0.15533      -0.13999
0.25   -0.02138     0.16171      -0.15172
0.50   -0.06101     0.16902      -0.16576
0.75   -0.10452     0.17754      -0.18289
1.00   -0.15282     0.18766      -0.20433
finite-difference slope, lam=0.5  -0.16576 eV
dF from partition functions       -0.06362 eV
dF from integration over lam      -0.06362 eV
dF from perturbation formula      -0.06362 eV
dF in kJ/mol                      -6.138 kJ/mol
upper bound <dU>_0                0.01504 eV
lower bound <dU>_1                -0.15282 eV
upper gap, variance integral      0.07866 eV
upper gap, relative entropy       0.07866 eV
lower gap, variance integral      0.08920 eV
lower gap, relative entropy       0.08920 eV
midpoint of bounds (trapezoid)    -0.06889 eV
Simpson estimate, three lam       -0.06364 eV
second-order estimate from lam=0  -0.05495 eV
quantum: reduced mass             6.5039 u
quantum: first level gap, HF      0.2826 eV
quantum: dF                       -0.06798 eV
quantum: upper bound              0.01098 eV
quantum: lower bound              -0.15756 eV
quantum: slope at lam=0.5         -0.16643 eV
quantum: -beta*Kubo variance      -0.16643 eV
quantum: -beta*plain variance     -0.19750 eV
quantum: dF with 16-fold mass     -0.06390 eV
spring: stiffness ratio           4
spring: dF                        0.6931 kT
spring: upper bound               1.5000 kT
spring: lower bound               0.3750 kT
lam^2 path: lam                   0.2
lam^2 path: explicit term         2.6786 kT
lam^2 path: beta*variance term    0.5740 kT
lam^2 path: slope of integrand    2.1046 kT
done: every assertion held
```
